Energy Curvature, the Ionization Energy and the Gap of Semilocal Functionals

**1. One orbital**

Take a single frozen orbital φ holding a charge of f electrons, 0 ≤ f ≤ 1, and describe the electron repulsion by the Hartree energy alone. In Rydberg units the kinetic operator is −∇² and the repulsion of two electrons is 2/r. The density is f|φ|², so

E(f) = h f + U f²/2,

U = ∬ 2|φ(r)|²|φ(r′)|²/|r−r′| dr dr′.

Here h is the kinetic plus external energy of one electron. The level of the orbital is the derivative

ε(f) = dE/df = h + U f.

Removing the whole electron costs

I = E(0) − E(1) = −h − U/2.

The level of the filled orbital is ε(1) = h + U. Hence −ε(1) = −h − U, which falls short of I by U/2:

I = −ε(1) + U/2.

The second derivative of E is U, so the correction is half the curvature. The level changes while the electron leaves, and the cost of removal is an average over that change.

The formula connects two quantities of the same approximation. It does not make I correct: one electron does not repel itself. For the same frozen orbital the cost without self-repulsion is −h, and this I is too low by U/2.

**2. Levels as slopes**

For many electrons let E(N) be the total energy at fixed nuclei for a real electron number N. The orbitals are optimized at given occupations f_i, and

E = Σ_i f_i ⟨φ_i|−∇²|φ_i⟩ + F[n], n = Σ_i f_i|φ_i|².

F contains the external, Hartree and exchange-correlation energies. Spin labels are suppressed; with them, each spin density has its own potential. Let v = δF/δn and ĥ = −∇² + v, with ĥφ_i = ε_iφ_i.

Differentiate with respect to one occupation f_k. There is an explicit part, and a part from the response of the orbitals:

dE/df_k = ⟨φ_k|ĥ|φ_k⟩ + Σ_i f_i [⟨∂φ_i/∂f_k|ĥ|φ_i⟩ + ⟨φ_i|ĥ|∂φ_i/∂f_k⟩].

Since ĥφ_i = ε_iφ_i, the bracket equals ε_i ∂⟨φ_i|φ_i⟩/∂f_k. This vanishes because the norm stays equal to one. What remains is Janak's theorem,

dE/df_k = ε_k.

If a charge x is shared equally by two orbitals a and b, each occupation changes by x/2, and dE/dx = (ε_a + ε_b)/2.

Now let N0 be an integer. A semilocal potential (here LDA or GGA, not meta-GGA) at a point depends continuously on the density there and, for a gradient-dependent functional, on its first and second derivatives. We assume that the self-consistent density and these derivatives pass continuously through N0. Then the potential does not jump there, and both slopes at N0 are levels of the same N0-electron system:

E′(N0⁻) = ε_HOMO, E′(N0⁺) = ε_LUMO.

**3. The ionization energy**

Define I = E(N0−1) − E(N0), and follow the removal with e(t) = E(N0−t), 0 ≤ t ≤ 1. The chain rule gives

e′(t) = −E′(N0−t), e″(t) = E″(N0−t) ≡ C(t).

The first derivative changes sign and the second does not. Integration by parts gives

∫₀¹ (1−t) e″(t) dt = [(1−t)e′(t)]₀¹ + ∫₀¹ e′(t) dt = −e′(0) + e(1) − e(0).

With e′(0) = −ε_HOMO and e(1) − e(0) = I, this becomes

I = −ε_HOMO + ∫₀¹ (1−t) C(t) dt.

If the curvature has the constant value C₋ on this segment, the integral of 1−t supplies the factor 1/2:

I = −ε_HOMO + C₋/2.

For C₋ > 0 the energy is convex and −ε_HOMO lies below I. For C₋ < 0 it lies above I. For C₋ = 0 the two agree.

The same result can be read from the moving level. For constant curvature the frontier level is ε(t) = ε_HOMO − C₋t. Its value at t = 1/2 is ε_HOMO − C₋/2 = −I. The level at half removal therefore gives the ionization energy without a correction.

**4. The affinity and the gap**

Define A = E(N0) − E(N0+1). Above N0 the starting slope is ε_LUMO, and for constant curvature C₊

E(N0+1) = E(N0) + ε_LUMO + C₊/2.

Therefore

A = −ε_LUMO − C₊/2.

The curvature enters with the opposite sign because A is the energy gained on addition, while I is the energy paid on removal. Subtraction gives

I − A = (ε_LUMO − ε_HOMO) + (C₋ + C₊)/2.

The first bracket is the Kohn–Sham gap. Geometrically, it is the difference between the two tangents to E(N) at N0. I − A is the difference between the two chords that join N0 to its integer neighbours. For a convex curve the chords differ more than the tangents.

**5. How constant must the curvature be?**

Let C̄ = ∫₀¹ C(t) dt be the mean curvature of a segment. It equals the frontier level at the upper end minus that at the lower end, so it can be found from levels alone. Suppose |C(t) − C̄| ≤ d. The error of the ionization formula with C̄ in place of C₋ is

I − (−ε_HOMO + C̄/2) = ∫₀¹ (1−t)[C(t) − C̄] dt = ∫₀¹ (1/2−t)[C(t) − C̄] dt.

The second form is allowed because C − C̄ integrates to zero, so a constant may be subtracted from the weight. Since ∫₀¹ |1/2−t| dt = 1/4, the error is at most d/4 in magnitude. The same bound holds for A.

A second measure is the depth of the curve below its chord at half charge. Let K(t) = t/2 for t < 1/2 and K(t) = (1−t)/2 for t > 1/2. Integrating by parts on each half gives

∫₀^½ K e″ dt = e′(½)/4 − [e(½) − e(0)]/2,

∫_½¹ K e″ dt = −e′(½)/4 + [e(1) − e(½)]/2.

In the sum the slopes cancel:

[e(0) + e(1)]/2 − e(½) = ∫₀¹ K(t) C(t) dt.

As K is nowhere negative and integrates to 1/8, the depth is C̄/8 with an error of at most d/8. Subtracting the constant 1/8 from the weight, as above, sharpens this to d/16, because ∫₀¹ |K − 1/8| dt = 1/16.

**6. The exact reference**

In the exact theory a fractional N is the mean electron number of a mixture of integer states. Assume that the integer energies are convex, meaning that each further electron is bound no more strongly than the one before. The lowest mixture then uses the two neighbouring integers, and

E(N0−t) = (1−t)E(N0) + tE(N0−1) = E(N0) + tI,

E(N0+t) = (1−t)E(N0) + tE(N0+1) = E(N0) − tA.

The segments are straight. Janak's theorem, applied away from the integers, puts the frontier level at −I just below N0 and at −A just above.

Consider a closed-shell system and a potential common to both spins. The mixture densities from the two sides tend to the same density at N0. A Kohn–Sham potential is fixed by its density up to a constant, so in this limit the two potentials can differ at any given point by a constant, Δ_xc. It belongs to exchange and correlation, because the external and Hartree potentials are continuous. Let ε_HOMO and ε_LUMO be the levels in the potential reached from below. Then

ε_HOMO = −I, ε_LUMO + Δ_xc = −A,

and subtraction gives

I − A = (ε_LUMO − ε_HOMO) + Δ_xc.

**7. What the curvatures replace**

The exact gap formula and the semilocal one have the same shape, with (C₋ + C₊)/2 in the place of Δ_xc. The exact energy has straight segments and a potential that jumps. The semilocal energy has curved segments and a potential that does not. In the second case, the part of I − A missing from the level difference is stored in the bending of the segments.

This is an agreement of roles. To compare the values, write each term as an energy-difference gap minus a Kohn–Sham gap, and subtract:

Δ_xc − (C₋ + C₊)/2 = [(I−A)_exact − (I−A)_semilocal] − [(KS gap)_exact − (KS gap)_semilocal].

The two numbers are close if both brackets are small, or if the brackets happen to cancel.

The curvature can also be turned into a real discontinuity. Add to the energy a function of N that vanishes at the integers,

G = (C/2) t(1−t), t = |N − N0|,

with C = C₋ below N0 and C = C₊ above. Its second derivative is −C, so the segments become straight while I and A stay unchanged. Its slope with respect to N at N0 is −C₋/2 from below and +C₊/2 from above. Because G depends on N alone, it shifts all levels together, by −C₋/2 just below N0 and by +C₊/2 just above. The HOMO level reached from below is then −I, and the LUMO level reached from above is −A. On either side the level gap is still ε_LUMO − ε_HOMO. The jump of all levels at N0, (C₋ + C₊)/2, supplies the rest of I − A, as Δ_xc does in the exact theory.

In the one-orbital model this term is (U/2)f(1−f), the form of a Hubbard correction. With several orbitals a Hubbard correction depends on their separate occupations. It can therefore lower filled levels and raise empty ones, which opens the level gap itself.

**8. Benzene**

Benzene is taken as a regular planar molecule with C–C and C–H lengths of 1.40 and 1.09 Å. The level of theory is the spin-polarized local density approximation (Slater exchange, VWN correlation) in the 6-31G basis. HOMO and LUMO are each a degenerate pair. Spin-up charge is removed from the first pair or added to the second, in equal shares. The integer ions are thus symmetric states with half-occupied orbitals, not single determinants. I and A below refer to these states; other occupations of the pairs were not compared.

For the neutral molecule ε_HOMO = −0.4513 Ry and ε_LUMO = −0.0620 Ry. The mean curvatures follow from the frontier levels at the segment ends:

C̄₋ = −0.4513 − (−0.9148) = 0.463 Ry,

C̄₊ = 0.3780 − (−0.0620) = 0.440 Ry.

For the ionization energy,

I ≈ 0.4513 + 0.2317 = 0.6830 Ry = 9.29 eV.

The total energies give 0.6824 Ry, or 9.28 eV. The difference, about 0.0007 Ry, is 0.1 % of I and lies within the bound d/4 ≈ 0.0010 Ry. The bare value −ε_HOMO is 6.14 eV, about a third below I. The level at half removal gives 0.6820 Ry, again close to I.

For the affinity,

A ≈ 0.0620 − 0.2200 = −0.1580 Ry = −2.15 eV,

against −0.1588 Ry from total energies. The gap is

I − A ≈ 0.3893 + 0.4517 = 0.8410 Ry = 11.44 eV,

and the total energies give 0.8411 Ry. The Kohn–Sham gap supplies 5.30 eV of this and the curvature 6.15 eV.

The gap agrees more closely than I and A do separately, and the error integral shows why. The tabulated levels show a curvature that decreases slowly as N grows, on both segments. Going away from N0, it therefore rises on the removal side and falls on the addition side. With the weight 1/2−t, this makes E(N0−1) slightly smaller than the constant-curvature value and E(N0+1) slightly larger. Both I and A are then overestimated by the formulas, by nearly equal amounts, which cancel in the difference. The near equality belongs to this basis: in 6-311++G** the overestimates are about 0.002 Ry for I and 0.006 Ry for A, and the gap formula misses by about 0.005 Ry.

The depth below the chord at half charge is 0.0579 Ry on the removal side and 0.0550 Ry on the addition side. Both match C̄/8 to the digits given.

The continuity of the potential can be seen in the HOMO level. Between x = N − N0 = −0.01 and x = +0.01 it rises by 0.009 Ry. A smooth rise at a rate near 0.45 Ry per electron accounts for this: 0.02 × 0.45 = 0.009 Ry. There is no sign of a jump comparable with the curvature term of 0.452 Ry.

**9. A fraction of an electron that binds**

The computed affinity is negative, yet the energy at x = 0.25 lies 0.0016 Ry below that of the neutral molecule. The cause is that ε_LUMO is negative, so the curve first goes down. With E(x) ≈ ε_LUMO x + C₊x²/2, measured from the neutral molecule, the minimum is at

x = −ε_LUMO/C₊ ≈ 0.0620/0.44 ≈ 0.14.

Its depth is ε_LUMO²/(2C₊) ≈ 0.004 Ry. On a straight segment joining the same two end points, with slope −A > 0, the energy would rise from the start.

Beyond the minimum the frontier level is positive. The compact basis still holds the charge near the molecule. In a complete basis the excess could move far away. Spread thinly enough, it costs no energy there. In the local density approximation a separate diffuse cloud of small fractional charge p can even lower the energy, because its local exchange (∝ p^{4/3}) outweighs its self-repulsion (∝ p²). Both fall as 1/R with the size R of the cloud, while its kinetic energy falls as 1/R² and so matters less when the cloud is large. For a Gaussian cloud of optimal size the gain with Slater exchange and VWN correlation reaches about 0.006 Ry near p ≈ 0.5, comparable with the depth of the minimum. The total energy would therefore not rise above the minimum. The constant-curvature segment would then end no later than the point where the frontier level reaches zero (x ≈ 0.14 with the levels of this basis; the same estimate gives about 0.28 in 6-311++G**), and the formula for A over a whole added electron would no longer apply. The value −2.15 eV, and with it the gap, therefore belongs to this finite basis. In 6-311++G** the same states give ε_HOMO = −0.479, ε_LUMO = −0.107, I = 0.700, A = −0.088, I − A = 0.788, C̄₋ = 0.444 and C̄₊ = 0.378 Ry, and at x = +1 a diffuse σ level already lies below the π* pair. The digits of Section 8 test the formulas within one basis; they are not converged values. Nuclear relaxation and vibration are also left out, and the errors of the functional and the basis remain, so the numbers are not predictions of measured energies.

**10. When the charge can spread**

Place M identical molecules infinitely far apart, so that their energies add. Remove one electron from the whole set, taking 1/M from each. For constant curvature each copy contributes −ε_HOMO/M + C₋/(2M²), and therefore

I_M = M[−ε_HOMO/M + C₋/(2M²)] = −ε_HOMO + C₋/(2M).

In the same way A_M = −ε_LUMO − C₊/(2M), and

I_M − A_M = (ε_LUMO − ε_HOMO) + (C₋ + C₊)/(2M).

Equal sharing gives the lowest energy, because for a convex function the mean of the values is not below the value at the mean. For two benzene molecules, removing half an electron from each costs 0.5665 Ry, while removing a whole electron from one costs 0.6824 Ry.

The benzene energies at fractional charge give the gaps of such sets directly:

M = 1: 0.841 Ry

M = 2: 0.615 Ry; formula 0.3893 + 0.2258 = 0.615 Ry

M = 4: 0.502 Ry; formula 0.3893 + 0.1129 = 0.502 Ry

As M grows, the gap falls towards the Kohn–Sham value of 0.389 Ry, although the molecules do not interact. With the exact straight segments each copy contributes I/M to the removal energy, and the sum is I for every M. The discontinuity survives the spreading of the charge; the curvature term does not.

The replacement of Section 7 thus needs a finite system that keeps its added or missing charge in one place, and in its constant-curvature form it also needs a nearly constant curvature, as in benzene. Small atoms keep the charge in one place but fail the second condition: for hydrogen in the same approximation −ε_HOMO + C̄/2 is 0.77 Ry against I = 0.96 Ry, and for helium and lithium the formula is about 10 % low. In a large system with spread-out charge, even a gap taken from semilocal total energies can lose the missing part. The distant copies show this mechanism in its simplest form. In a crystal the cells interact, and the rate at which the curvature vanishes with size needs a separate calculation.

The full set of energies and levels is given in the numerical output below.

Computed results

```
Benzene, spin-polarized LDA (Slater + VWN), 6-31G, fixed nuclei
C-C and C-H lengths: 1.40, 1.09 angstrom
Basis functions: 66; half-grid points: 20160
Electrons integrated on grid: 41.99935
Neutral total energy: -460.07483 Ry
x (electrons), E(x)-E(0) (Ry), HOMO pair (Ry), LUMO pair (Ry)
 -1.00    0.68237   -0.91476   -0.51792
 -0.75    0.46827   -0.79815   -0.40315
 -0.50    0.28326   -0.68203   -0.28889
 -0.25    0.12721   -0.56643   -0.17517
 -0.01    0.00454   -0.45594   -0.06651
  0.00    0.00000   -0.45134   -0.06200
  0.01   -0.00060   -0.44683   -0.05755
  0.25   -0.00163   -0.33873    0.04885
  0.50    0.02438   -0.22670    0.15913
  0.75    0.07788   -0.11524    0.26883
  1.00    0.15875   -0.00437    0.37796
1 Ry = 13.605693 eV
eps_HOMO: -0.45134 Ry = -6.141 eV
eps_LUMO: -0.06200 Ry = -0.844 eV
KS gap: 0.38935 Ry = 5.297 eV
Mean C_minus: 0.46341 Ry = 6.305 eV
Mean C_plus: 0.43995 Ry = 5.986 eV
I from energies: 0.68237 Ry = 9.284 eV
I from formula: 0.68305 Ry = 9.293 eV
A from energies: -0.15875 Ry = -2.160 eV
A from formula: -0.15798 Ry = -2.149 eV
I-A from energies: 0.84112 Ry = 11.444 eV
(C_minus+C_plus)/2: 0.45168 Ry = 6.145 eV
I-A from formula: 0.84103 Ry = 11.443 eV
C_minus next to N0: 0.4593 Ry
Largest variation d of C_minus: 0.0041 Ry
Error bound d/4, minus side: 0.00104 Ry
Sag at half charge, minus: 0.05793 Ry; C/8: 0.05793 Ry
Energy minus eigenvalue integral, minus: 7.2e-08 Ry
Chord slope from 0 to -0.01: -0.45364 Ry
C_plus next to N0: 0.4445 Ry
Largest variation d of C_plus: 0.0046 Ry
Error bound d/4, plus side: 0.00115 Ry
Sag at half charge, plus: 0.05499 Ry; C/8: 0.05499 Ry
Energy minus eigenvalue integral, plus: 1.3e-07 Ry
Chord slope from 0 to +0.01: -0.05978 Ry
HOMO level shift from x=-0.01 to +0.01: 0.00911 Ry
Copies M, I_M (Ry), gap from energies (Ry), gap from formula (Ry)
  1    0.68237    0.84112    0.84103
  2    0.56651    0.61527    0.61519
  4    0.50884    0.50231    0.50227
```
